**Wigner's 2n+1 theorem: energies through order 2n+1 from wavefunctions through order n**

For $H_0+\lambda V$ with a nondegenerate reference state, the corrections $\psi_0,\dots,\psi_n$ determine the energy coefficients $E_0,\dots,E_{2n+1}$ through matrix elements of $V$ and the overlaps $S_{kl}=\langle\psi_k|\psi_l\rangle$. The program asserts the even and odd formulas for a complex Hermitian five-state problem with an excited reference, using coefficients extracted from eigenpairs on a circle of complex $\lambda$. In both intermediate and unit normalization, the largest deviation for $E_1$ to $E_9$ is $3.1\times10^{-14}$ hartree. It also asserts the Hylleraas form of $E_{2n}$ and the response of both even forms to an error in $\psi_n$. For a three-configuration model, the energy coefficients through $E_9$ agree in rational arithmetic with those from the characteristic polynomial. High-precision diagonalization at small $\lambda$ confirms the leading error of the Rayleigh quotient. At $\lambda=1$, the sum through $E_5$ is $-0.949874$ hartree, compared with the exact eigenvalue $-0.949804$ hartree.

## Verification by program

```python
"""
Wigner's 2n+1 theorem for H(lam) = H0 + lam*V, nondegenerate reference psi_0.

Result under test (S_kl = <psi_k|psi_l>, S_00 = 1, any normalization):
  E_(2n+1) = <psi_n|V|psi_n>     - sum_{k<=n, l<=n}   E_(2n+1-k-l) S_kl
  E_(2n)   = <psi_n|V|psi_(n-1)> - sum_{k<=n, l<=n-1} E_(2n-k-l)   S_kl
with the pair k=l=0 left out of both sums.  In intermediate normalization
all pairs with k=0 or l=0 vanish.  psi_k and E_k are the coefficients of
lam**k in the exact eigenvector and eigenvalue.  H0 is diagonal and the
reference is basis state 0.  Energies are in hartree; lam is dimensionless.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants


def braket(a, b):
    return np.sum(np.conj(a) * b)


def wigner_energy(order, psi, V, E, unit_norm=False):
    """Energy coefficient from psi_0..psi_n, n = order//2, and lower energies.

    unit_norm=True keeps only the energies E_1..E_n on the right, which is
    claimed to suffice when the eigenvector has unit norm for all real lam.
    """
    left, right = order // 2, (order - 1) // 2
    value = braket(psi[left], V.dot(psi[right]))
    for k in range(left + 1):
        for l in range(right + 1):
            index = order - k - l
            if index == order or (unit_norm and index > left):
                continue
            value = value - E[index] * braket(psi[k], psi[l])
    return value


def all_energies(psi, V, e0, n, unit_norm=False):
    E = [e0]
    for order in range(1, 2 * n + 2):
        E.append(wigner_energy(order, psi, V, E, unit_norm))
    return E


def hylleraas(n, chi, psi, h0, V, E):
    """Hylleraas form of E_(2n), with chi in the place of psi_n."""
    f = list(psi[:n]) + [chi]
    cross = braket(chi, V.dot(f[n - 1]))
    value = braket(chi, (h0 - h0[0]) * chi) + cross + cross.conjugate()
    for k in range(n + 1):
        for l in range(n + 1):
            if (k, l) not in ((0, 0), (n, n)):
                value = value - E[2 * n - k - l] * braket(f[k], f[l])
    return value


def perturbation_series(h0, V, nmax):
    """Wavefunction corrections by the reduced resolvent."""
    first = V[0] * 0
    first[0] = 1
    psi = [first]
    for n in range(1, nmax + 1):
        E = all_energies(psi, V, h0[0], n - 1)
        if n > len(E) - 1:
            E.append(wigner_energy(n, psi, V, E))
        new = -V.dot(psi[n - 1])
        for j in range(1, n):
            new = new + psi[n - j] * E[j]
        new[0] = new[0] * 0
        new[1:] = new[1:] / (h0[1:] - h0[0])
        psi.append(new)
    return psi, all_energies(psi, V, h0[0], nmax)


# ---- General complex Hermitian problem; the reference is an excited state ----
rng = np.random.default_rng(7)
h0_test = np.array([0.0, -1.3, 1.2, 2.0, -2.4])
raw = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
V_test = raw + raw.conj().T
V_test *= 0.5 / np.linalg.norm(V_test, 2)
n_test = 4
points, radius = 128, 0.5
lam_circle = radius * np.exp(2j * np.pi * np.arange(points) / points)
eigenvalue = np.zeros(points, complex)
eigenvector = np.zeros((points, 5), complex)
for j, lam in enumerate(lam_circle):
    w, v = np.linalg.eig(np.diag(h0_test) + lam * V_test)
    pick = np.argmin(abs(w - h0_test[0]))
    eigenvalue[j] = w[pick]
    eigenvector[j] = v[:, pick] / v[0, pick]


def taylor(samples, kmax):
    c = np.fft.fft(samples, axis=0) / points
    return [c[k] / radius**k for k in range(kmax + 1)]


E_circle = taylor(eigenvalue, 2 * n_test + 1)
psi_circle = taylor(eigenvector, n_test)
E_wigner = all_energies(psi_circle, V_test, h0_test[0], n_test)
dev_inter = max(abs(a - b) for a, b in zip(E_wigner, E_circle))
assert dev_inter < 1e-11

psi_rec, E_rec = perturbation_series(h0_test, V_test, n_test)
assert max(np.max(abs(a - b)) for a, b in zip(psi_rec, psi_circle)) < 1e-11
assert max(abs(a - b) for a, b in zip(E_rec, E_circle)) < 1e-11

# Unit norm for real lam, with an extra lam-dependent phase.
mirror = eigenvector[(-np.arange(points)) % points]
norm2 = np.sum(np.conj(mirror) * eigenvector, axis=1)
factor = np.exp(0.3j * lam_circle) / np.sqrt(norm2)
psi_unit = taylor(eigenvector * factor[:, None], n_test)
assert abs(braket(psi_unit[0], psi_unit[1])) > 0.1
dev_unit = 0.0
for short in (False, True):
    E_unit = all_energies(psi_unit, V_test, h0_test[0], n_test, short)
    dev_unit = max(dev_unit, max(abs(a - b) for a, b in zip(E_unit, E_circle)))
assert dev_unit < 1e-11

# Hylleraas form and the response of both even forms to an error in psi_n.
for n in range(1, n_test + 1):
    exact_psi = psi_circle[n]
    J = hylleraas(n, exact_psi, psi_circle, h0_test, V_test, E_circle)
    assert abs(J - E_circle[2 * n]) < 1e-11
    eta = 0.1 * (rng.normal(size=5) + 1j * rng.normal(size=5))
    eta[0] = 0.0
    J_bad = hylleraas(n, exact_psi + eta, psi_circle, h0_test, V_test, E_circle)
    assert abs(J_bad - J - braket(eta, (h0_test - h0_test[0]) * eta)) < 1e-11
    psi_bad = psi_circle[:n] + [exact_psi + eta]
    shift = wigner_energy(2 * n, psi_bad, V_test, E_circle) - E_circle[2 * n]
    predicted = -braket(eta, (h0_test - h0_test[0]) * exact_psi)
    assert abs(shift - predicted) < 1e-11

# ---- Worked example: three configurations, exact rational arithmetic ----
h0 = np.array([Fraction(-1), Fraction(0), Fraction(1)], dtype=object)
tenths = [[1, 2, 1], [2, -1, 1], [1, 1, 2]]
V = np.array([[Fraction(x, 10) for x in row] for row in tenths], dtype=object)
psi, E = perturbation_series(h0, V, 4)


def rational(x):
    return sp.Rational(x.numerator, x.denominator)


# Energy coefficients from the characteristic polynomial, no wavefunctions.
lam_s, energy_s, unknown = sp.symbols("lam energy unknown")
H_s = sp.Matrix(3, 3, lambda i, j: lam_s * rational(V[i, j])
                + (rational(h0[i]) if i == j else 0))
charpoly = sp.expand((H_s - energy_s * sp.eye(3)).det())
series = rational(h0[0])
for k in range(1, 10):
    trial = series + unknown * lam_s**k
    condition = sp.expand(charpoly.subs(energy_s, trial)).coeff(lam_s, k)
    root = sp.solve(condition, unknown)[0]
    assert root == rational(E[k])
    series = series + root * lam_s**k

E5_ordinary = braket(psi[0], V.dot(psi[4]))
assert E5_ordinary == E[5]

# Leading error of the Rayleigh quotient of the truncated wavefunction.
mp.mp.dps = 60


def to_mp(x):
    return mp.mpf(x.numerator) / x.denominator


def quotient_and_exact(n, lam):
    H = mp.matrix(3, 3)
    for i in range(3):
        for j in range(3):
            H[i, j] = lam * to_mp(V[i, j]) + (to_mp(h0[i]) if i == j else 0)
    phi = [sum(lam**k * to_mp(psi[k][i]) for k in range(n + 1)) for i in range(3)]
    top = sum(phi[i] * H[i, j] * phi[j] for i in range(3) for j in range(3))
    lowest = min(list(mp.eigsy(H, eigvals_only=True)))
    return top / sum(x * x for x in phi), lowest


small = mp.mpf(10) ** (-4)
ratios = []
for n in range(4):
    quotient, lowest = quotient_and_exact(n, small)
    leading = to_mp(braket(psi[n + 1], (h0 - h0[0]) * psi[n + 1]))
    ratios.append((quotient - lowest) / (small ** (2 * n + 2) * leading))
    assert abs(ratios[-1] - 1) < 1e-2
    full_quotient, full_lowest = quotient_and_exact(n, mp.mpf(1))
    assert full_quotient >= full_lowest

# Effect of a small error in psi_2 on the two forms of E_4.
eta = np.array([Fraction(0), Fraction(1, 1000), Fraction(0)], dtype=object)
short_error = wigner_energy(4, psi[:2] + [psi[2] + eta], V, E) - E[4]
hyll_error = hylleraas(2, psi[2] + eta, psi, h0, V, E) - E[4]
assert hyll_error == braket(eta, (h0 - h0[0]) * eta)
assert short_error == -braket(eta, (h0 - h0[0]) * psi[2])

# ---- Printed numbers ----
S11, S12, S22 = (braket(psi[a], psi[b]) for a, b in ((1, 1), (1, 2), (2, 2)))


def show(label, value, unit="hartree", digits=9):
    print(f"{label} = {float(value):.{digits}f} {unit}".rstrip())


print("H0 diagonal (hartree):", [float(x) for x in h0])
for i in range(3):
    print(f"V row {i} (hartree):", [float(x) for x in V[i]])
for k in range(1, 5):
    parts = ", ".join(f"{float(x):.7f}" for x in psi[k])
    print(f"psi_{k} components (dimensionless): {parts}")
show("S11", S11, "(dimensionless)")
show("S12", S12, "(dimensionless)")
show("S22", S22, "(dimensionless)")
show("<1|V|1>", braket(psi[1], V.dot(psi[1])))
show("-E1*S11 in E3", -E[1] * S11)
show("<2|V|1>", braket(psi[2], V.dot(psi[1])))
show("-E2*S11 in E4", -E[2] * S11)
show("-E1*S21 in E4", -E[1] * S12)
show("<2|V|2>", braket(psi[2], V.dot(psi[2])))
show("-E3*S11 in E5", -E[3] * S11)
show("-2*E2*S12 in E5", -2 * E[2] * S12)
show("-E1*S22 in E5", -E[1] * S22)
for k in range(8):
    show(f"E{k}", E[k], digits=10)
show("E5 from <0|V|4>", E5_ordinary)
exact = full_lowest
for n in range(3):
    partial = sum(E[:2 * n + 2])
    show(f"n={n}: sum E0..E{2*n+1} at lam=1", partial)
    show(f"n={n}: Rayleigh quotient at lam=1", quotient_and_exact(n, mp.mpf(1))[0])
show("Exact lowest eigenvalue at lam=1", exact)
show("Sum E0..E5 minus exact", to_mp(sum(E[:6])) - exact)
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
show("Sum E0..E5 converted", float(sum(E[:6])) * hartree_ev, "eV", 5)
show("Exact eigenvalue converted", float(exact) * hartree_ev, "eV", 5)
for n in range(3):
    show(f"n={n}: quotient error / leading term, lam=1e-4", ratios[n], "", 6)
show("Error put into psi_2, component 1", eta[1], "(dimensionless)", 4)
show("Resulting E4 error, short form", short_error)
show("Resulting E4 error, Hylleraas form", hyll_error)
print(f"Five-state test, E1..E9, intermediate norm: max dev {dev_inter:.1e} hartree")
print(f"Five-state test, E1..E9, unit norm: max dev {dev_unit:.1e} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
H0 diagonal (hartree): [-1.0, 0.0, 1.0]
V row 0 (hartree): [0.1, 0.2, 0.1]
V row 1 (hartree): [0.2, -0.1, 0.1]
V row 2 (hartree): [0.1, 0.1, 0.2]
psi_1 components (dimensionless): 0.0000000, -0.2000000, -0.0500000
psi_2 components (dimensionless): 0.0000000, -0.0350000, 0.0125000
psi_3 components (dimensionless): 0.0000000, 0.0007500, 0.0022500
psi_4 components (dimensionless): 0.0000000, 0.0026500, -0.0002875
S11 = 0.042500000 (dimensionless)
S12 = 0.006375000 (dimensionless)
S22 = 0.001381250 (dimensionless)
<1|V|1> = -0.001500000 hartree
-E1*S11 in E3 = -0.004250000 hartree
<2|V|1> = -0.000900000 hartree
-E2*S11 in E4 = 0.001912500 hartree
-E1*S21 in E4 = -0.000637500 hartree
<2|V|2> = -0.000178750 hartree
-E3*S11 in E5 = 0.000244375 hartree
-2*E2*S12 in E5 = 0.000573750 hartree
-E1*S22 in E5 = -0.000138125 hartree
E0 = -1.0000000000 hartree
E1 = 0.1000000000 hartree
E2 = -0.0450000000 hartree
E3 = -0.0057500000 hartree
E4 = 0.0003750000 hartree
E5 = 0.0005012500 hartree
E6 = 0.0001088437 hartree
E7 = -0.0000202609 hartree
E5 from <0|V|4> = 0.000501250 hartree
n=0: sum E0..E1 at lam=1 = -0.900000000 hartree
n=0: Rayleigh quotient at lam=1 = -0.900000000 hartree
n=1: sum E0..E3 at lam=1 = -0.950750000 hartree
n=1: Rayleigh quotient at lam=1 = -0.948681055 hartree
n=2: sum E0..E5 at lam=1 = -0.949873750 hartree
n=2: Rayleigh quotient at lam=1 = -0.949784989 hartree
Exact lowest eigenvalue at lam=1 = -0.949804372 hartree
Sum E0..E5 minus exact = -0.000069378 hartree
Sum E0..E5 converted = -25.84738 eV
Exact eigenvalue converted = -25.84549 eV
n=0: quotient error / leading term, lam=1e-4 = 1.000013
n=1: quotient error / leading term, lam=1e-4 = 0.999983
n=2: quotient error / leading term, lam=1e-4 = 1.000020
Error put into psi_2, component 1 = 0.0010 (dimensionless)
Resulting E4 error, short form = 0.000035000 hartree
Resulting E4 error, Hylleraas form = 0.000001000 hartree
Five-state test, E1..E9, intermediate norm: max dev 3.1e-14 hartree
Five-state test, E1..E9, unit norm: max dev 3.1e-14 hartree
ALL CHECKS PASSED
```
